**Stiffness of a wandering atomic step**

An isolated step in equilibrium obeys \(G(y)=\langle[x(y)-x(0)]^2\rangle=(kT/\tilde\beta)y\), where \(x\) is its sideways position, \(y\) the distance along it, and \(\tilde\beta=\beta+\beta''\) its stiffness. For \(D=G/y=0.050\) nm at 300 K, the program finds \(\tilde\beta=0.517\) eV/nm. It asserts the small-slope expansion symbolically, and compares the free and caged forms of \(G\) with the thermal variances of a discretized elastic line. It also asserts that the end-point free energy of a 2000-column lattice step gives the same stiffness within 0.5%; the output is 0.518 eV/nm. Randomly generated lattice steps recover the stiffness within the asserted 2% and show a sampling scatter of 10.3% for 200 windows, against the Gaussian estimate of 10.0%. For the example's numbers, a harmonic cage representing neighbouring steps causes a 1.4% overestimate in a 10 nm window. Warming the lattice model to 350 K at fixed kink energy lowers its stiffness by 24%.

## Numerical verification

```python
"""Result under test: an isolated equilibrium step obeys
    G(y) = <[x(y) - x(0)]^2> = (kT / stiffness) * y,
so D = G/y = 0.050 nm at 300 K gives a stiffness of about 0.52 eV/nm.
x: step position (nm), y: distance along the step (nm),
stiffness = beta + beta'' with beta(theta) the step free energy per length,
a: lattice spacing, n: kink height in atoms, eps: energy per atom of kink height.
Energies are in eV and lengths in nm."""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import solveh_banded
from scipy.optimize import brentq

k_B = constants.k / constants.e
T = 300.0
D = 0.050
a = 0.25
terrace = 10.0
cage_fraction = 0.3
window = 10.0
kT = k_B * T
stiffness = kT / D
assert abs(stiffness - 0.52) < 0.005

# Curvature of the free energy per projected length is beta + beta''.
p, b0, b1, b2, b3 = sp.symbols("p b0 b1 b2 b3")
theta = sp.atan(p)
beta = b0 + b1 * theta + b2 * theta**2 / 2 + b3 * theta**3 / 6
projected = beta * sp.sqrt(1 + p**2)
assert sp.simplify(sp.diff(projected, p, 2).subs(p, 0) - b0 - b2) == 0


def line_variance(weights, cage, h=1.0, sites=8001):
    """Thermal variance of sum(weight*x) for a discretized elastic line."""
    bond = stiffness / h
    diagonal = np.full(sites, 2 * bond + cage * h)
    diagonal[-1] -= bond          # free far end; first site tied to a fixed point
    banded = np.zeros((2, sites))
    banded[0, 1:] = -bond
    banded[1] = diagonal
    source = np.zeros(sites)
    for site, weight in weights.items():
        source[site] = weight
    return kT * source @ solveh_banded(banded, source)


# Linear law for the free line.
mid = 4000
for y in (1, 10, 100):
    assert abs(line_variance({mid: -1, mid + y: 1}, 0.0) / (D * y) - 1) < 1e-5

# Line in a harmonic cage that stands for neighbouring steps.
cage_width = cage_fraction * terrace
xi = 2 * cage_width**2 / D
cage = stiffness / xi**2
assert abs(line_variance({mid: 1}, cage) / cage_width**2 - 1) < 1e-3
for y in (10, 100, 500):
    caged = D * xi * (1 - np.exp(-y / xi))
    assert abs(line_variance({mid: -1, mid + y: 1}, cage) / caged - 1) < 1e-3
caged_window = D * xi * (1 - np.exp(-window / xi))
cage_bias = D * window / caged_window - 1

# Kink energy that gives the observed D on a square lattice.
n2 = D / a
eps = kT * np.arccosh(1 + 1 / n2)
n = np.arange(-60, 61)


def kink_distribution(temperature):
    weights = np.exp(-np.abs(n) * eps / (k_B * temperature))
    return weights / weights.sum()


prob = kink_distribution(T)
assert abs(np.sum(prob * n**2) / n2 - 1) < 1e-10
kink_probability = 1 - prob[n == 0][0]
kink_spacing = a / kink_probability
single_weight = n2 / (2 * (1 - n2))
eps_single = -kT * np.log(single_weight)
single = np.array([single_weight, 1.0, single_weight])
assert abs((single[0] + single[2]) / single.sum() - n2) < 1e-12

# Stiffness from the end-point free energy of a long lattice step.
columns, size = 2000, 4096
one_column = np.zeros(size)
one_column[n % size] = prob
end_prob = np.fft.ifft(np.fft.fft(one_column) ** columns).real
shift = 20
cost = kT * np.log(end_prob[0] / end_prob[shift])
lattice_stiffness = 2 * cost * columns * a / (shift * a) ** 2
assert abs(lattice_stiffness / stiffness - 1) < 0.005

# Non-quadratic slope energy at the rms slope of the window.
slope = np.sqrt(D / window)


def tilted_mean(field):
    weights = prob * np.exp(field * n)
    return np.sum(weights * n) / weights.sum()


def energy_ratio(tilt):
    field = brentq(lambda value: tilted_mean(value) - tilt, 0.0, 1.5)
    rate = field * tilt - np.log(np.sum(prob * np.exp(field * n)))
    return rate / (tilt**2 / (2 * n2))


slope_ratio = energy_ratio(slope)
far = int(round(slope * columns))
far_ratio = np.log(end_prob[0] / end_prob[far]) / (far**2 / (2 * n2 * columns))
assert abs(far_ratio - energy_ratio(far / columns)) < 0.004
assert slope_ratio < 1

# Same kink energy at a higher temperature.
T_warm = 350.0
kT_warm = k_B * T_warm
stiffness_warm = kT_warm * (np.cosh(eps / kT_warm) - 1) / a
warm_n2 = np.sum(kink_distribution(T_warm) * n**2)
assert abs(kT_warm / (a * warm_n2) / stiffness_warm - 1) < 1e-10

# Random lattice steps: recovered stiffness and sampling error.
rng = np.random.default_rng(7)
samples, repeats = 200, 1000
window_columns = int(round(window / a))
q = 1 - np.exp(-eps / kT)
ends = np.zeros(samples * repeats)
for _ in range(window_columns):
    ends += rng.geometric(q, ends.size) - rng.geometric(q, ends.size)
estimates = np.mean((a * ends.reshape(repeats, samples)) ** 2, axis=1)
simulated_stiffness = kT * window / estimates.mean()
scatter = estimates.std() / estimates.mean()
sampling_error = np.sqrt(2 / samples)
assert abs(simulated_stiffness / stiffness - 1) < 0.02
assert abs(scatter / sampling_error - 1) < 0.15

pN = stiffness * constants.e / 1e-9 * 1e12
print(f"Boltzmann constant: {k_B:.6e} eV/K")
print(f"temperature T: {T:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"D = G/y: {D:.3f} nm")
print(f"stiffness kT/D: {stiffness:.4f} eV/nm")
print(f"stiffness, converted: {pN:.1f} pN")
print(f"stiffness if D = 0.0495 nm: {kT / 0.0495:.4f} eV/nm")
print(f"stiffness if D = 0.0505 nm: {kT / 0.0505:.4f} eV/nm")
print(f"analysis window: {window:.0f} nm")
print(f"G over window: {D * window:.3f} nm^2")
print(f"rms displacement over window: {np.sqrt(D * window):.3f} nm")
print(f"rms slope over window: {slope:.4f} (no unit)")
print(f"lattice spacing a: {a:.2f} nm")
print(f"mean-square kink height <n^2>: {n2:.3f} (no unit)")
print(f"kink energy eps, all heights: {eps:.4f} eV")
print(f"kink energy, single-atom kinks only: {eps_single:.4f} eV")
print(f"probability of a kink per column: {kink_probability:.4f}")
print(f"mean distance between kinked columns: {kink_spacing:.2f} nm")
print(f"columns in end-point test: {columns}")
print(f"stiffness from end-point test: {lattice_stiffness:.4f} eV/nm")
print(f"stiffness from random steps: {simulated_stiffness:.4f} eV/nm")
print(f"terrace width: {terrace:.0f} nm")
print(f"cage width w: {cage_width:.1f} nm")
print(f"cage length xi: {xi:.0f} nm")
print(f"cage strength c: {cage:.3e} eV/nm^3")
print(f"caged G over window: {caged_window:.4f} nm^2")
print(f"stiffness overestimate from cage: {100 * cage_bias:.2f} %")
print(f"slope energy relative to quadratic: {slope_ratio:.4f}")
print(f"stiffness change for 5 K error in T: {100 * 5 / T:.2f} %")
print(f"independent windows N: {samples}")
print(f"sampling error sqrt(2/N): {100 * sampling_error:.1f} %")
print(f"sampling scatter, random steps: {100 * scatter:.1f} %")
print(f"warmer temperature: {T_warm:.0f} K")
print(f"stiffness at warmer temperature: {stiffness_warm:.4f} eV/nm")
print(f"change on warming: {100 * (stiffness_warm / stiffness - 1):.1f} %")
print("OK")
```

Output:

```
Boltzmann constant: 8.617333e-05 eV/K
temperature T: 300 K
thermal energy kT: 0.02585 eV
D = G/y: 0.050 nm
stiffness kT/D: 0.5170 eV/nm
stiffness, converted: 82.8 pN
stiffness if D = 0.0495 nm: 0.5223 eV/nm
stiffness if D = 0.0505 nm: 0.5119 eV/nm
analysis window: 10 nm
G over window: 0.500 nm^2
rms displacement over window: 0.707 nm
rms slope over window: 0.0707 (no unit)
lattice spacing a: 0.25 nm
mean-square kink height <n^2>: 0.200 (no unit)
kink energy eps, all heights: 0.0641 eV
kink energy, single-atom kinks only: 0.0538 eV
probability of a kink per column: 0.1548
mean distance between kinked columns: 1.61 nm
columns in end-point test: 2000
stiffness from end-point test: 0.5179 eV/nm
stiffness from random steps: 0.5181 eV/nm
terrace width: 10 nm
cage width w: 3.0 nm
cage length xi: 360 nm
cage strength c: 3.990e-06 eV/nm^3
caged G over window: 0.4931 nm^2
stiffness overestimate from cage: 1.40 %
slope energy relative to quadratic: 0.9842
stiffness change for 5 K error in T: 1.67 %
independent windows N: 200
sampling error sqrt(2/N): 10.0 %
sampling scatter, random steps: 10.3 %
warmer temperature: 350 K
stiffness at warmer temperature: 0.3911 eV/nm
change on warming: -24.4 %
OK
```
